# Integrating the Hartree Functions Z^k and Y^k in Their Stable Directions

## A case with no charge in the way

Suppose that two functions $Z$ and $Y$ of the radius $r$ obey

$$rZ'=-2Z,\qquad rY'=3Y-5Z ,$$

and that $Z(1)=Y(1)=1$. Both are solved by $r^{-2}$: the first at once, and the second because $3r^{-2}-5r^{-2}=-2r^{-2}$. At $r=1,2,4$ the common values are $1,\ 1/4,\ 1/16$.

Now make an error of $0.01$ in $Z$ at $r=1$ and integrate outward. The error obeys the same equation as $Z$, so it falls as $r^{-2}$ and is $0.01/16\approx0.0006$ at $r=4$. Going inward, an error of $0.01$ made at $r=4$ becomes $0.16$ at $r=1$.

For $Y$ the roles are exchanged. With $Z$ correct, the difference $e$ between two solutions $Y$ obeys $re'=3e$, so $e\propto r^3$. An error of $0.01$ at $r=1$ becomes $0.64$ at $r=4$, ten times the true value $1/16$. Going inward from $r=4$ to $r=1$, an error of $0.01$ shrinks to $0.01/64\approx0.00016$.

These are the equations of the quadrupole ($k=2$) Hartree functions outside a charge distribution. $Z$ should be integrated outward and $Y$ inward. What remains is to include the charge, find a good step formula, and see how much accuracy is lost in each direction.

## The two functions and their equations

Atomic units are used, with $r$ in bohr. Let $P_a$ and $P_b$ be bound radial functions, normalized by $\int_0^\infty P^2\,dr=1$, and let $f=P_aP_b$. Near the nucleus $P\propto r^{l+1}$, so

$$f\simeq A r^p,\qquad p=l_a+l_b+2 .$$

For $0\le k\le l_a+l_b$ define

$$Z^k(r)=\int_0^r\left(\frac sr\right)^k f(s)\,ds,\qquad
Y^k(r)=Z^k(r)+W^k(r),$$
$$W^k(r)=\int_r^\infty\left(\frac rs\right)^{k+1}f(s)\,ds .$$

The electron repulsion contains the multipole factor $r_<^k/r_>^{k+1}$, where $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$. This factor is $(1/r)(s/r)^k$ for $s<r$ and $(1/r)(r/s)^{k+1}$ for $s>r$. Hence $Y^k(r)/r$ is the radial potential of multipole $k$ produced by $f$, and $Z^k/r$ is the part due to charge inside $r$. The superscript $k$ is dropped below.

Write $Z=r^{-k}\int_0^r s^kf\,ds$. The derivative of the prefactor gives $-kZ/r$ and that of the upper limit gives $f$. Similarly, in $W=r^{k+1}\int_r^\infty s^{-k-1}f\,ds$ the lower limit gives $-f$. Therefore

$$Z'=f-\frac krZ,\qquad W'=\frac{k+1}{r}W-f .$$

In the sum the two source terms cancel. Putting $W=Y-Z$,

$$Y'=-\frac krZ+\frac{k+1}{r}(Y-Z)
=\frac{(k+1)Y-(2k+1)Z}{r}.$$

The boundary conditions are $Z(0)=0$ and $Y-Z\to0$ at infinity. They too suggest starting $Z$ at the nucleus and $Y$ outside.

Let $t=\ln r$, $D=d/dt=r\,d/dr$, $g=rf$ and $a=2k+1$. Multiplication of both equations by $r$ gives constant coefficients:

$$(D+k)Z=g,\qquad (D-k-1)Y=-aZ .$$

## Why the directions matter

Let two solutions for $Z$ have the same source $g$. Their difference $\epsilon_Z$ satisfies $(D+k)\epsilon_Z=0$. For two solutions $Y$ with the same $Z$, the difference satisfies $(D-k-1)\epsilon_Y=0$. Thus, from an error made at $r_1$,

$$\epsilon_Z(r)=\epsilon_Z(r_1)\left(\frac{r_1}{r}\right)^k,\qquad
\epsilon_Y(r)=\epsilon_Y(r_1)\left(\frac r{r_1}\right)^{k+1}.$$

This proves the two laws. Inward integration amplifies errors of $Z$ as $r^{-k}$ when $k\ge1$; outward integration amplifies errors of $Y$ as $r^{k+1}$ for every $k\ge0$. The opposite directions damp them. The case $k=0$ is an exception for $Z$: its error stays constant either way.

An adaptive differential-equation solver without integrating factors confirms this. Between $r=0.2$ and $20$ bohr, a ratio of 100, an error for $k=2$ is multiplied by $10^4$ in inward $Z$ and by $10^6$ in outward $Y$. The stable directions give $10^{-4}$ and $10^{-6}$. For $k=0$ the factor for $Z$ is 1 both ways.

An error $\delta Z$ also enters the source of $Y$. If the inward integration starts at $t=T$ with $Y=Z$, its effect is

$$\delta Y(t)=a\int_t^T e^{-(k+1)(\tau-t)}\delta Z(\tau)\,d\tau
+e^{-(k+1)(T-t)}\delta Z(T).$$

Let $m$ be the largest $|\delta Z|$ and $E=e^{-(k+1)(T-t)}$. The exponential integrates to $(1-E)/(k+1)$, so

$$|\delta Y|\le m\left[\frac{a}{k+1}(1-E)+E\right]\le\frac{2k+1}{k+1}\,m<2m .$$

The middle inequality holds because $a/(k+1)\ge1$. The second integration therefore cannot magnify errors of the first beyond a factor of two, apart from its own discretization error.

## One step, with an integrating factor

Multiply the equation for $Z$ by $e^{kt}$ and that for $Y$ by $e^{-(k+1)t}$. The product rule turns each left side into a derivative:

$$D(e^{kt}Z)=e^{kt}g,\qquad
D(e^{-(k+1)t}Y)=-a e^{-(k+1)t}Z .$$

Take grid points $t_j=t_0+jh$, so that successive radii have the constant ratio $e^h$. Integrate the first equation from $t_j$ to $t_{j+2}$ and multiply by $e^{-kt_{j+2}}$:

$$Z_{j+2}=e^{-2kh}Z_j+\int_{t_j}^{t_{j+2}}e^{-k(t_{j+2}-\tau)}g(\tau)\,d\tau .$$

Simpson's rule has weights $h/3,\,4h/3,\,h/3$. With $q=e^{-kh}$,

$$Z_{j+2}=q^2Z_j+\frac h3\left(q^2g_j+4qg_{j+1}+g_{j+2}\right).$$

For $Y$, integrate over the same interval, multiply by $-e^{(k+1)t_j}$ and solve for the inner value. With $w=e^{-(k+1)h}$,

$$Y_j=w^2Y_{j+2}+\frac{ah}{3}\left(Z_j+4wZ_{j+1}+w^2Z_{j+2}\right).$$

All exponential factors are at most one. The homogeneous part is treated without approximation: apart from rounding, an error carried from $Z_j$ to $Z_{j+2n}$ is multiplied by $q^{2n}=(r_j/r_{j+2n})^k$, as in the continuous problem. The same holds for $Y$.

Here is one step of each kind. The charge is $f=P_{2p}^2=r^4e^{-r}/24$, from the hydrogenic $2p$ orbital of nuclear charge 1, with $k=2$ and $h=1/16$. Then $q=0.882497$ and $w=0.829029$.

From $r=3.955$ to $4.482$ bohr the three values of $g$ are $0.772494$, $0.818149$, $0.852363$, and the old $Z$ is $0.203378$. Thus

$$Z_{\rm new}=q^2(0.203378)+\frac h3\left[q^2(0.772494)+4q(0.818149)+0.852363\right]$$
$$=0.158391+0.090459=0.248850 .$$

The reference value is $0.248852$.

For $Y$, step inward from $5.078$ to $4.482$ bohr. The old $Y$ is $0.496722$; from the inner to the outer point, $Z$ is $0.248850$, $0.270367$, $0.290073$. Thus

$$Y_{\rm new}=w^2(0.496722)+\frac{5h}{3}\left[0.248850+4w(0.270367)+w^2(0.290073)\right]$$
$$=0.341392+0.140082=0.481473$$

after rounding the unrounded sum. The reference value is $0.481476$.

## The complete algorithm

Each formula jumps two points, so even and odd points form separate chains and two starting values are needed.

1. Choose $r_0$ well inside the region where $f\simeq Ar^p$, and $R$ well outside the charge. Evaluate $g_j=r_jf(r_j)$.
2. At the two innermost points the definition gives
$$Z\simeq r^{-k}\int_0^r As^{p+k}\,ds=\frac{Ar^{p+1}}{p+k+1}\simeq\frac{g}{p+k+1}.$$
3. Apply the formula for $Z$ outward to the last point.
4. At the two outermost points set $Y=Z$. This omits $W$, the contribution of charge still farther out.
5. Apply the formula for $Y$ inward to the first point.

The omission in item 4 makes an error $-W(R)$ at the last point, which falls as $(r/R)^{k+1}$ on the way in. It is harmless if $f$ has decayed by $R$; the damping does not restore charge missing from a grid that is too short.

The cost is proportional to the number of points. A Slater integral built from the same product on both sides follows from

$$R^k=\int_0^\infty f\,Y\,\frac{dr}{r}=\int_{-\infty}^{\infty}fY\,dt
\simeq h\sum_j f_jY_j ,$$

where the end terms are negligible.

## Absolute and relative errors

An absolute error may grow without harm if the function grows equally fast. The behaviour at the two ends shows where harm occurs.

Near the nucleus $Z\propto r^{p+1}$, whereas

$$Y\simeq r^{k+1}\int_0^\infty s^{-k-1}f(s)\,ds .$$

The integral converges at its lower end because $p\ge k+2$. Outside the charge, $Y\simeq Z\simeq Mr^{-k}$ with $M=\int_0^\infty s^kf\,ds$. These forms assume that the two integrals do not vanish. For radially orthogonal functions such as $1s$ and $2s$ and $k=0$, for example, $M=\int_0^\infty P_aP_b\,ds=0$, and a relative error in the tail is then a poor measure.

In the stable directions, the carried error of $Z$ falls as fast as $Z$ itself in the tail, and that of $Y$ falls as fast as $Y$ near the nucleus. Relative accuracy is preserved there. In the wrong directions,

$$\frac{\epsilon_Z}{Z}\propto\frac{r^{-k}}{r^{p+1}}=r^{-(k+p+1)}\quad\text{near the nucleus},$$
$$\frac{\epsilon_Y}{Y}\propto\frac{r^{k+1}}{r^{-k}}=r^{2k+1}\quad\text{outside the charge}.$$

Inward $Z$ thus loses its relative accuracy close to the nucleus, and outward $Y$ beyond the charge.

## The error made by Simpson's rule

Stability controls what happens to an error after it is made. The error made by the rule itself follows from a Taylor expansion. For a smooth function $G$ on $[-h,h]$, with derivatives taken at the centre,

$$\int_{-h}^hG\,d\tau=2hG+\frac{h^3}{3}G''+\frac{h^5}{60}G''''+\cdots,$$
$$\text{Simpson}=2hG+\frac{h^3}{3}G''+\frac{h^5}{36}G''''+\cdots .$$

The difference, Simpson minus integral, is $h^5G''''/90=(h^4/180)(2h)G''''$. Summed over intervals of length $2h$, it becomes $c\int G''''\,d\tau$ to leading order, with $c=h^4/180$. This is $c$ times the difference of $G'''$ at the two ends.

For $Z$, take $G=e^{kt}g$. Since $D(e^{kt}u)=e^{kt}(D+k)u$, and the contribution of the inner end is negligible,

$$\delta Z=c(D+k)^3g .$$

This error vanishes where there is no charge.

For $Y$, let $x=D-k-1$ and $S=D+k=x+a$. The integrand is now $ae^{-(k+1)t}Z$. Its third derivative at the lower limit gives the quadrature error $-cax^3Z$, up to a multiple of $r^{k+1}$ set by the outer end. The error fed in through $Z$, called $v$, obeys $xv=-a\delta Z=-caS^3g=-caS^4Z$, because $SZ=g$. Adding both parts,

$$x\,\delta Y=-ca(x^4+S^4)Z .$$

From $S-x=a$ follows $S^2+x^2=a^2+2xS$. Squaring this and subtracting $2x^2S^2$ gives

$$x^4+S^4=a^4+4a^2xS+2x^2S^2 .$$

Set $L=xS=(D+k)(D-k-1)$. Using $xY=-aZ$ and $SZ=g$, one factor $x$ can be removed from each term:

$$\delta Y=ca\left[a^3Y-4a^2g-2Lg\right]-ca^4\left(\frac rR\right)^{k+1}Z(R).$$

The last term is the homogeneous solution that makes the error vanish at $R$, where $g\simeq0$ and $Y\simeq Z$ was imposed. The even and odd chains end at different points, so $R$ in this formula means the outermost point of the chain concerned.

The term $ca^4Y$ survives outside the charge because the source of $Y$ is $Z$, which has a long tail. In the tail, where $Y\simeq Mr^{-k}$, the relative error of $Y$ is therefore $ca^4[1-(r/R)^{2k+1}]$. This approaches $a^4h^4/180$ well inside $R$, quickly for $k=2$ and slowly for $k=0$. Near the nucleus the relative error is also about $a^4h^4/180$, provided that $R$ is large enough for the last term to be small compared with $ca^4Y$. For $k=2$ and $h=1/16$ this is $5.3\times10^{-5}$. The expansion needs $ah\ll1$, so higher multipoles call for a smaller step. This condition is not sufficient: the step must also resolve $g$ as a function of $t$. Near the nucleus, where $g\propto r^{p+1}$ and $Z\simeq g/(p+k+1)$, the formula for $\delta Z$ gives the relative error $c(p+k+1)^4$, which is $2.0\times10^{-4}$ in the same example. For small $k$ it is the shape of the charge, not $a$, that limits the step.

A variant integrates $W$ inward with source $g$ and then forms $Y=Z+W$. The recurrence is that for $Y$, with $aZ$ replaced by $g$ and zero starting values. Its quadrature error is $-cx^3g$, so

$$\delta(Z+W)=c(S^3-x^3)g=ca(S^2+Sx+x^2)g=ca(a^2+3L)g .$$

At leading order this error is confined to the charge. For the $2p^2$ product with $k=2$, all three error formulas are tested at $h=1/64$; the largest misfit, relative to the largest error of the function concerned, is $0.7\%$.

## The same recurrences run the wrong way

The full grid for the $2p^2$ example has 193 points between $r_0=3.35\times10^{-4}$ and $R=54.6$ bohr. In the stable directions at $h=1/16$, the largest absolute errors are $2.0\times10^{-6}$ in $Z$ and $6.2\times10^{-6}$ in $Y$. Halving $h$ from $1/32$ to $1/64$ divides both by 16, as a fourth-order method should.

Solving the recurrences for their other end values reverses the directions. Inward $Z$ is started with a relative error of $10^{-10}$, where $Z(R)=0.01006$. The absolute error at $r_0$ should be

$$10^{-10}\times0.01006\times\left(\frac R{r_0}\right)^2
=1.006\times10^{-12}\times2.65\times10^{10}\approx0.0267 .$$

The run gives $0.0267$, where the true $Z$ is $2.5\times10^{-20}$.

Outward $Y$ is started from reference values. Near the nucleus the truncation error consists of $ca^4Y$ plus a multiple of $r^{k+1}$. To vanish at $r_0$, it must contain

$$-ca^4Y(r_0)\left(\frac r{r_0}\right)^{k+1}.$$

At $R$ this amounts to $-0.359$. The run gives $-0.355$, where the true $Y$ is $0.0101$. The estimate keeps only the $h^4$ term and agrees with the run to about one percent. Thus even a good start does not save the outward run: the truncation error alone supplies what is amplified.

The relative errors of the two wrong-way runs show where each fails:

| $r$ (bohr) | inward $Z$ | outward $Y$ |
|---:|---:|---:|
| 0.00674 | $8.0\times10^8$ | $-3.2\times10^{-9}$ |
| 0.135 | $0.68$ | $-1.2\times10^{-6}$ |
| 4.48 | $-6.5\times10^{-6}$ | $-4.1\times10^{-4}$ |
| 20.1 | $-4.3\times10^{-7}$ | $-0.24$ |
| 54.6 | $1.0\times10^{-10}$ | $-35$ |

At $4.48$ bohr inward $Z$ still has the accuracy of the stable run; the amplified starting error takes over farther in. Outward $Y$ is good near the nucleus and useless in the tail. Between $20.1$ and $54.6$ bohr its relative error grows by $148.4$, in agreement with $(R/r)^5$.

## What reaches the Slater integrals

With the stable directions and $h=1/16$, the plain $Y$ recurrence gives:

| Integral | Value (hartree) | Error, plain | Error, $Z+W$ |
|---|---:|---:|---:|
| $F^0(2p,2p)$ | 0.18164065 | $2.55\times10^{-8}$ | $-7.6\times10^{-8}$ |
| $F^2(2p,2p)$ | 0.0878905 | $-1.5\times10^{-7}$ | $-2.8\times10^{-8}$ |
| $G^1(1s,2p)$ | 0.0512117 | $-3.9\times10^{-8}$ | $-4.2\times10^{-8}$ |

The errors are absolute, in hartree, relative to the analytic integrals $93/512$, $45/512$ and $112/2187$ for these hydrogenic orbitals. The first two integrals use $f=P_{2p}^2$, the third $f=P_{1s}P_{2p}$. In electronvolts, $F^2(2p,2p)$ is $2.3916$ eV.

The variant $Z+W$ improves $F^2$ but worsens $F^0$. Removing the error in the tail of $Y$ does not guarantee a better integral, because the integral weights $\delta Y$ with $f$ and so sees only the error inside the charge, where the variant need not be more accurate. For $F^0$ the sum $h\sum_j|f_j\,\delta Y_j|$ is about twice as large for the variant as for the plain recurrence. For $F^2$ the two sums are nearly equal, and the gain comes from a fuller cancellation of errors of opposite sign. The variant is preferable when the tail of the potential itself matters. In both forms, $Z$ is carried outward and the other function inward.

## Numbers as computed

```
Error factors, adaptive solver, between r = 0.2 and 20 bohr:
 k=0: Z outward 1.000e+00, Z inward 1.000e+00, Y inward 1.000e-02, Y outward 1.000e+02
 k=1: Z outward 1.000e-02, Z inward 1.000e+02, Y inward 1.000e-04, Y outward 1.000e+04
 k=2: Z outward 1.000e-04, Z inward 1.000e+04, Y inward 1.000e-06, Y outward 1.000e+06
Grid: h = 0.0625, 193 points, r from 3.3546e-04 to 54.598 bohr
Factors for k=2: exp(-kh) = 0.88249690, exp(-(k+1)h) = 0.82902912
Z step from r = 3.95508 to 4.48169 bohr:
 g at 3 points = 0.77249437, 0.81814877, 0.85236290
 Z old = 0.20337792, Z new = 0.24884999, exact = 0.24885161
Y step from r = 5.07842 to 4.48169 bohr:
 Z at 3 points = 0.24884999, 0.27036716, 0.29007256
 Y old = 0.49672200, Y new = 0.48147324, exact = 0.48147613
Error of Y per constant unit error of Z, k=2: 1.66668
Largest absolute errors for k=2 (Y plain; Y = Z + W):
 h = 1/16: Z 2.041e-06, Y 6.248e-06, Z+W 5.429e-06
 h = 1/32: Z 1.272e-07, Y 3.908e-07, Z+W 3.387e-07
 h = 1/64: Z 7.948e-09, Y 2.443e-08, Z+W 2.116e-08
Error ratios, h = 1/32 to 1/64: 16.00, 16.00, 16.01
Misfit of leading error terms at h = 1/64 (Z, Y, Z+W): 0.073%, 0.661%, 0.056%
Relative tail error a^4 h^4/180 at h = 1/16: 5.298e-05
Z inward, relative start error 1e-10:
 amplification (R/r0)^2 = 2.649e+10
 error at r0 = 2.6659e-02, law 2.6658e-02, true Z = 2.528e-20
Y outward, exact start values:
 amplification (R/r0)^3 = 4.311e+15
 error at R = -3.5516e-01, law -3.5929e-01, true Y = 1.0064e-02
Relative error growth of inward Z, r = 6.738e-03 to 3.355e-04 bohr: 1.311e+09, law 1.319e+09
Relative error growth of outward Y, r = 20.09 to 54.60 bohr: 148.44, law 148.41
Stable values, then relative errors of the wrong-way runs:
 r=0.00674 bohr: Z=8.219670e-14, Y=1.274639e-08; Z inward 8.04e+08, Y outward -3.21e-09
 r=0.13534 bohr: Z=2.401296e-07, Y=1.026620e-04; Z inward 6.82e-01, Y outward -1.15e-06
 r=1.00000 bohr: Z=2.497487e-03, Y=3.315489e-02; Z inward 1.02e-04, Y outward -3.46e-05
 r=4.48169 bohr: Z=2.488500e-01, Y=4.814732e-01; Z inward -6.49e-06, Y outward -4.14e-04
 r=20.08554 bohr: Z=7.434469e-02, Y=7.436201e-02; Z inward -4.26e-07, Y outward -2.38e-01
 r=54.59815 bohr: Z=1.006388e-02, Y=1.006388e-02; Z inward 1.00e-10, Y outward -3.53e+01
Slater integrals at h = 1/16, in hartree:
 F0(2p,2p): 0.181640650, exact 93/512 = 0.181640625
  error plain 2.55e-08, error Z+W -7.57e-08
 F2(2p,2p): 0.087890472, exact 45/512 = 0.087890625
  error plain -1.53e-07, error Z+W -2.84e-08
 G1(1s,2p): 0.051211666, exact 112/2187 = 0.051211706
  error plain -3.93e-08, error Z+W -4.20e-08
F2(2p,2p) converted: 2.39162 eV
```
